\section*{Counting propagating modes in a ten-site-wide square-lattice lead}

\section*{Question}

A clean, straight, infinite lead is modelled on a square lattice of spacing $a$. Site $(x,y)$ has integer coordinates, with $x$ running along the lead and $y=1,\ldots,M$ across it, where $M=10$. Every site has the same onsite energy, and energies $E$ are measured from it. Nearest neighbours are joined by the matrix element $-t$, with $t>0$. The side walls are hard, there is no magnetic field, and spin does not enter the Hamiltonian.

\begin{enumerate}
\item[(a)] Find the transverse modes and the dispersion relation of each.
\item[(b)] State when a mode propagates at energy $E$, and explain why each such mode is counted once per spin although it has two wave numbers.
\item[(c)] How many modes per spin propagate at $E=-3t$? What happens to the next mode?
\item[(d)] How many propagate at $E=0$? Find a counting rule for $|E|<4t$.
\item[(e)] Find the zero-temperature conductance of the lead between ideal reservoirs.
\item[(f)] The lattice is used as a numerical mesh for a strip in an InSb quantum well, with $a=10$ nm and a rough in-plane mass $m=0.020\,m_{\mathrm e}$. Evaluate $t$ and the ideal resistances. Decide whether each count belongs to the strip or to the mesh.
\item[(g)] Estimate how temperature, nonparabolicity and Rashba coupling affect the counts, and say what separates the model from a real metal--semiconductor contact.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) Transverse modes and dispersion}

The lattice Schr\"odinger equation is
\begin{equation}
E\psi_{x,y}=-t\left(\psi_{x+1,y}+\psi_{x-1,y}+\psi_{x,y+1}+\psi_{x,y-1}\right).
\end{equation}
Sites in rows $y=1$ and $y=M$ lack one neighbour. The same equation may be used there if fictitious rows are added on which the wave function vanishes:
\begin{equation}
\psi_{x,0}=\psi_{x,M+1}=0 .
\end{equation}
The distance between these zeros is $(M+1)a$, which is the hard-wall width.

Try $\psi_{x,y}=\phi_x\sin(\theta y)$. The wall at $y=0$ is satisfied. The wall at $y=M+1$ requires $\sin[(M+1)\theta]=0$, so
\begin{equation}
\theta_n=\frac{n\pi}{M+1}=\frac{n\pi}{11},\qquad n=1,\ldots,10 .
\end{equation}
Multiples of 11, including $n=0$, give zero on every site, and all other integers outside the list repeat the listed functions up to a sign.

The transverse hopping acts on the sine as
\begin{align}
-t\left\{\sin[\theta_n(y+1)]+\sin[\theta_n(y-1)]\right\}
&=-2t\cos\theta_n\,\sin(\theta_n y),
\end{align}
because the terms containing $\cos(\theta_n y)\sin\theta_n$ cancel. The sines are therefore eigenvectors of a real symmetric $10\times10$ matrix. Their eigenvalues $-2t\cos\theta_n$ are all different, since the cosine decreases steadily between $0$ and $\pi$. The ten vectors are then orthogonal and form a complete basis, so no transverse mode is missing.

Each mode obeys its own chain equation,
\begin{equation}
E\phi_x=-2t\cos\theta_n\,\phi_x-t(\phi_{x+1}+\phi_{x-1}).
\end{equation}
Inserting $\phi_x=\exp(ikax)$ and dividing by $\phi_x$ gives
\begin{equation}
E_n(k)=-2t\cos\theta_n-t\left(\mathrm e^{ika}+\mathrm e^{-ika}\right)
=-2t\cos\theta_n-2t\cos(ka).
\label{eq:dispersion}
\end{equation}
Mode $n$ thus has a band of width $4t$ centred on $-2t\cos\theta_n$.

\subsection*{(b) The meaning of a propagating mode}

Solving (\ref{eq:dispersion}) for the longitudinal phase gives
\begin{equation}
\cos(ka)=-\frac{E}{2t}-\cos\theta_n .
\label{eq:cosk}
\end{equation}
If the right-hand side lies strictly between $-1$ and $1$, then $k$ is real and the wave has constant magnitude along the lead. If it lies outside $[-1,1]$, then $k$ is complex, and the two solutions grow and decay along $x$. Such a closed mode cannot carry a steady current through an infinitely long lead.

For real $k$ the group velocity is
\begin{equation}
v_n=\frac{1}{\hbar}\frac{dE_n}{dk}=\frac{2ta}{\hbar}\sin(ka).
\label{eq:velocity}
\end{equation}
Equation (\ref{eq:cosk}) fixes only the cosine, so it has two solutions, $+k$ and $-k$, in one Brillouin zone. Their velocities are opposite. The number of modes $N$ is the number of independent waves that can carry current in one chosen direction, so each open $n$ contributes one per spin.

When the right-hand side equals $\pm1$, the two solutions merge and the velocity vanishes. The energy is then a mode threshold, where the count changes. Thresholds are excluded from the counting below.

\subsection*{(c) The count at $E=-3t$}

Equation (\ref{eq:cosk}) becomes
\begin{equation}
\cos(ka)=\frac32-\cos\theta_n .
\end{equation}
Since $\cos\theta_n<1$, the right-hand side exceeds $1/2$, and the lower bound $-1$ is satisfied by every mode. The upper bound requires
\begin{equation}
\frac32-\cos\theta_n<1
\quad\Longrightarrow\quad
\cos\theta_n>\frac12
\quad\Longrightarrow\quad
\frac{n\pi}{11}<\frac{\pi}{3}.
\end{equation}
The last inequality reverses direction because the cosine decreases on this interval. Hence $n<11/3$, so $n=1,2,3$ and
\begin{equation}
N(-3t)=3\quad\text{per spin},
\end{equation}
or six when both spins are counted.

For these modes $\cos(ka)=0.5405$, $0.6587$ and $0.8451$. Mode 3 is closest to its threshold and is the slowest of the three.

For $n=4$, $\cos\theta_4=0.4154$ and $\cos(ka)=1.0846$. Setting $k=i\kappa$ turns the cosine into a hyperbolic cosine:
\begin{equation}
\cosh(\kappa a)=1.0846,\qquad \kappa a\simeq0.408 .
\end{equation}
The amplitude falls by a factor $\mathrm e$ over $1/\kappa\simeq2.45a$. The fourth mode can therefore matter near a junction or defect, but it carries no current far down a clean lead.

The count of three holds throughout the interval between the third and fourth thresholds. The bottom of band $n$ is $-2t-2t\cos\theta_n$, so this interval is
\begin{equation}
-3.310t<E<-2.831t .
\end{equation}

\subsection*{(d) The count at $E=0$ and a general rule}

At $E=0$,
\begin{equation}
\cos(ka)=-\cos\theta_n=\cos(\pi-\theta_n).
\end{equation}
Every $\theta_n$ lies strictly between $0$ and $\pi$, so every mode has a real solution $ka=\pi-\theta_n$ with positive velocity. Therefore
\begin{equation}
N(0)=10\quad\text{per spin},
\end{equation}
or twenty for both spins. The argument holds for any $M$: at the band centre a hard-wall lead of this kind has as many modes per spin as sites across.

Although all ten modes are open, they do not move equally fast. Equation (\ref{eq:velocity}) gives $v_n=(2ta/\hbar)\sin\theta_n$. Modes $n$ and $11-n$ have equal speeds, the middle pair is fastest, and modes 1 and 10 are slowest. Those two are also nearest to closing: band 10 begins at $-0.081t$, and band 1 ends at $+0.081t$. All ten modes are open only between these energies.

For the general rule, first take $-4t<E\le0$ and write $s=|E|/(2t)$, so that $0\le s<2$. The condition for propagation is
\begin{equation}
-1<s-\cos\theta_n<1 .
\end{equation}
The left inequality means $\cos\theta_n<1+s$, which always holds here. The right one means $\cos\theta_n>s-1$. Hence $N$ is the number of positive integers satisfying
\begin{equation}
n<\frac{M+1}{\pi}\arccos\left(\frac{|E|}{2t}-1\right).
\label{eq:count}
\end{equation}

For positive energy, replace $n$ by $M+1-n$. Since $\theta_{M+1-n}=\pi-\theta_n$, this changes the sign of $\cos\theta_n$. Changing the sign of $E$ as well reverses the sign of the whole right-hand side of (\ref{eq:cosk}), and its magnitude stays the same. The count is therefore even in $E$, and (\ref{eq:count}) covers $|E|<4t$. At $E=+3t$, for example, the three open modes are $n=8,9,10$.

\subsection*{(e) Conductance}

In a uniform lead a Bloch wave passes from one cell to the next without scattering, so each open mode has transmission one. Let the reservoirs differ in electrochemical potential by a small energy $eV$, where $e>0$ is the elementary charge. One mode of one spin has $dk/(2\pi)$ right-moving states per unit length in the interval $dk$. Its current magnitude is
\begin{equation}
I=e\int v_n\frac{dk}{2\pi}
=e\int \frac{1}{\hbar}\frac{dE}{dk}\frac{dk}{2\pi}
=\frac{e}{h}\int dE=\frac{e^2}{h}V .
\end{equation}
The velocity cancels against the density of states, which is why slow and fast open modes contribute equally. With two spins,
\begin{equation}
G=\frac{2e^2}{h}N,\qquad R=\frac{h}{2e^2N}.
\label{eq:resistance}
\end{equation}
Thus $G=6e^2/h$ at $E=-3t$ and $G=20e^2/h$ at $E=0$. This resistance arises where the finite number of modes meets the wide reservoirs. It does not grow with the length of the clean lead.

\subsection*{(f) The InSb strip and its numerical mesh}

Near the bottom of the lattice band, $\cos q\simeq1-q^2/2$. With $k_y=\theta_n/a$, equation (\ref{eq:dispersion}) becomes
\begin{equation}
E\simeq-4t+ta^2(k^2+k_y^2).
\end{equation}
Matching this to the kinetic energy $\hbar^2(k^2+k_y^2)/(2m)$ gives
\begin{equation}
t=\frac{\hbar^2}{2ma^2}
=\frac{0.0381\ \mathrm{eV\,nm^2}}{0.020\times(10\ \mathrm{nm})^2}
=19.05\ \mathrm{meV}.
\end{equation}
The numerator is $\hbar^2/(2m_{\mathrm e})$. The band bottom represents the edge of the lowest vertical subband of the well. The two energies therefore lie $t=19.05$ meV and $4t=76.20$ meV above that edge. The strip is $11a=110$ nm wide.

The velocity scale is $2ta/\hbar=5.79\times10^5$ m/s. On this mesh, at $E=-3t$, the three velocities are $4.87$, $4.35$ and $3.09$ in units of $10^5$ m/s, and the fourth mode decays over $24.5$ nm. These values are not converged in the mesh spacing. In a continuous parabolic strip of the same width, at the same energy above the subband edge, the velocities are about $5.5$, $4.8$ and $3.0$ in the same units, and the decay length is about $18$ nm. Equation (\ref{eq:resistance}) gives
\begin{equation}
R(-3t)=4302\ \Omega,\qquad R(0)=1291\ \Omega .
\end{equation}

To see whether the mesh represents the strip, let $\varepsilon=E+4t$ be the energy above the subband edge. In a continuous strip, mode $n$ opens at $\hbar^2(n\pi/11a)^2/(2m)=t\theta_n^2$, so
\begin{equation}
n<\frac{11}{\pi}\sqrt{\frac{\varepsilon}{t}}.
\label{eq:continuum}
\end{equation}
The limit is $3.501$ for $\varepsilon=t$ and $7.003$ for $\varepsilon=4t$. The continuous strip has three modes at the lower energy, as the lattice does, but seven at the higher one.

The difference comes from the transverse energies. On the lattice, mode $n$ opens at
\begin{equation}
2t(1-\cos\theta_n)=4t\sin^2\frac{\theta_n}{2}<t\theta_n^2 ,
\end{equation}
because $\sin u<u$ for positive $u$. The mesh opens modes too early, and the error grows with $n$. Mode 8 opens at $63.05$ meV on the mesh but at about $99$ meV in the continuum. Modes 8, 9 and 10 are thus products of the coarse mesh at $\varepsilon=76.20$ meV.

A mesh with $a=1$ nm, at the same width and energies, confirms this. Numerical diagonalization of its transverse matrix gives three and seven open modes. The count of three describes the strip; the count of ten describes the ten-site lattice. With seven modes the ideal resistance at the higher energy would be about $1844\ \Omega$, not $1291\ \Omega$. The seventh mode is only just open, since $7.003$ barely exceeds 7, so a slight reduction in width or mass, with $\varepsilon$ held at $76.20$ meV, would close it in this parabolic model.

\subsection*{(g) Neglected effects and real contacts}

\paragraph{Temperature.}
At temperature $T$ and fixed chemical potential $\mu$, the mode count in the conductance is averaged with $-df/dE$, where $f(E)=1/\{1+\exp[(E-\mu)/(k_{\mathrm B}T)]\}$. Mode $n$ contributes between its band bottom $E_n^-$ and top $E_n^+$, so
\begin{equation}
\langle N\rangle=\sum_n\int_{E_n^-}^{E_n^+}\left(-\frac{df}{dE}\right)dE
=\sum_n\left[f(E_n^-)-f(E_n^+)\right].
\end{equation}
At 4 K, $k_{\mathrm B}T=0.345$ meV. For $\mu=-3t$ the nearest threshold on the mesh is $3.22$ meV away and $\langle N\rangle=3.0001$; in the continuous parabolic strip the nearest threshold is about $5.1$ meV away and the average is also three to within $0.001$. For $\mu=0$, two band edges lie $1.54$ meV away. Each removes about $0.011$ of a mode, leaving $\langle N\rangle=9.98$. This second average belongs to the ten-site mesh. In the continuous parabolic strip the seventh mode opens only $0.06$ meV below the same energy, so at 4 K it is about half open and the average is $6.54$.

At 300 K, $k_{\mathrm B}T=25.85$ meV exceeds $t$. The averages are $3.18$ and $5.44$. The first is close to three, but it averages over many thresholds and does not indicate a resolved conductance step. Both averages include energies where the mesh misrepresents InSb, so they are properties of the lattice and not room-temperature predictions for the strip.

\paragraph{Nonparabolicity.}
In the two-band Kane relation, an electron of energy $\mathcal E$ above the bulk band edge satisfies $\mathcal E(1+\mathcal E/E_g)=\hbar^2K^2/(2m_b)$, where $K$ is the total wave number. Take the rough values $E_g=0.23$ eV and $m_b=0.014\,m_{\mathrm e}$. If the lowest vertical level is $E_1$, differentiating at the subband edge gives $m=m_b(1+2E_1/E_g)$. The chosen $m$ then requires $E_1\simeq0.049$ eV.

Put $\mathcal E=E_1+\varepsilon$ and subtract the relation at $\varepsilon=0$. With $k_\parallel$ the in-plane wave number,
\begin{align}
\frac{\hbar^2k_\parallel^2}{2m_b}
&=\varepsilon\left(1+\frac{2E_1}{E_g}\right)+\frac{\varepsilon^2}{E_g},\\
\frac{\hbar^2k_\parallel^2}{2m}
&=\varepsilon\left(1+\frac{\varepsilon}{E_g+2E_1}\right).
\end{align}
The second line follows on dividing by $m/m_b=1+2E_1/E_g$. The bracket multiplies $\varepsilon$ under the root in (\ref{eq:continuum}). The limits rise to $3.60$ and $7.77$, and the continuum counts remain three and seven. The upper count is sensitive to the rough parameters: at the same $\varepsilon$, a width of $115$ nm raises the second limit to $8.13$, and a mass of $0.022\,m_{\mathrm e}$ raises it to $8.08$, so an eighth mode opens.

For a hard-wall well, this $E_1$ corresponds to a thickness of $21.2$ nm. Doubling the vertical wave number in the Kane relation puts the next subband $97.0$ meV above the first. Both example energies lie below it, but only for this narrow well with infinite barriers. The same relation gives a spacing of $60$ meV for a 30 nm hard-wall well. At $21.2$ nm, finite barriers of $0.12$ to $0.3$ eV lower the spacing to roughly $55$ to $70$ meV and the in-plane mass to about $0.017\,m_{\mathrm e}$. In such wells the second subband is occupied at $\varepsilon=76.20$ meV and adds modes to the count there.

\paragraph{Rashba coupling.}
The term $\alpha(k_y\sigma_x-k_x\sigma_y)$ mixes the spins, so only the total count keeps its meaning. With a rough $\alpha=0.010$ eV nm, $k_x$ and $k_y$ were replaced by centred differences on the 10 nm mesh. Half of the crossings of the numerically diagonalized bands with the chosen energy in one Brillouin zone belong to right-moving waves. Counting these gives totals of six and twenty, unchanged. The twenty again belongs to the mesh; in the continuous parabolic strip the same coupling leaves the totals at six and fourteen. A stronger coupling, or an energy closer to a threshold, would need a new calculation.

\paragraph{A real contact.}
The mass, gap and Rashba parameter are rough values for InSb wells, and the width is that of a narrow, gate-defined or etched strip. The edges of such a strip are depleted or soft, not hard walls at the drawn width, so $110$ nm must be read as an effective electrical width. An effective width of $90$ nm lowers the limit in (\ref{eq:continuum}) to $2.86$ at $\varepsilon=19.05$ meV and leaves two modes. The assumption most exposed at a metal contact is perfect transmission. Interface barriers, disorder and mismatch between the metal and the strip replace $N$ by the sum of transmission probabilities,
\begin{equation}
G=\frac{2e^2}{h}\sum_j T_j,\qquad 0\le T_j\le1 ,
\end{equation}
where $j$ labels the open incoming modes. If three modes each had $T_j=1/2$, the resistance would double from $4302$ to about $8604\ \Omega$. The actual factor depends on the interface and is not determined by this model. Within the assumed spin degeneracy and single vertical subband, $4302\ \Omega$ is the lowest two-terminal resistance that three modes allow at zero temperature between normal, non-superconducting contacts. At a transparent superconducting contact, Andreev reflection transfers two electron charges per incoming electron, and the zero-bias resistance can fall to about half this value, $2151\ \Omega$.
